\section*{Thermal diffusion of a permalloy domain wall with bounded tilt}

\section*{Question}

I have a permalloy strip 100 nm wide and 10 nm thick, with one domain wall in it and no pinning. The width parameter of the wall is 10 nm, the damping is 0.01 and the temperature is 300 K. I am asked for the diffusion coefficient of the wall from the Einstein relation, ``assuming that the tilt stays bounded''.

I know that $D=\mu k_BT$, with $\mu$ the velocity per unit force. But wall mobilities are usually given per unit magnetic field, and I find two of them, one proportional to $1/\alpha$ and one roughly proportional to $\alpha$. Which one belongs here, and how do I turn it into a velocity per force? I also don't see why the tilt matters when no force is applied. The thermal noise shakes the tilt as well, so shouldn't that add to the diffusion?

\section*{Answer}

The $1/\alpha$ mobility belongs here. The noise in the tilt changes the early motion, but as long as the tilt stays bounded it adds nothing to the long-time diffusion coefficient. Both statements follow from the two equations of motion of the wall.

\subsection*{Equations for position and tilt}

Let $x$ run along the strip, $y$ across its width and $z$ through its thickness. The magnetization has magnitude $M$ and direction
\[
\mathbf m=(\cos\theta,\ \sin\theta\cos\phi,\ \sin\theta\sin\phi),\qquad
\cos\theta=-\tanh\frac{x-q}{\Delta}.
\]
Here $q$ is the wall position, $\Delta$ the fixed width parameter and $\phi$ the tilt out of the strip plane, taken as uniform in the wall. With $\gamma>0$, the Landau--Lifshitz--Gilbert equation is
\[
\dot{\mathbf m}=-\gamma\,\mathbf m\times\mathbf B+\alpha\,\mathbf m\times\dot{\mathbf m}.
\]
Take the cross product of $\mathbf m$ with both sides. Since $\mathbf m\cdot\dot{\mathbf m}=0$, the part of $\mathbf B$ perpendicular to $\mathbf m$ obeys
\[
\gamma\mathbf B_\perp=\mathbf m\times\dot{\mathbf m}+\alpha\dot{\mathbf m}.
\]
Now take the scalar product with $\partial_q\mathbf m$ or $\partial_\phi\mathbf m$, multiply by $MA/\gamma$, where $A$ is the cross-section, and integrate over $x$. The field side becomes minus the derivative of the energy, plus a thermal force $\eta_q$ or $\eta_\phi$.

The profile gives $\partial_x\theta=\sin\theta/\Delta$, so
\[
\partial_q\mathbf m=-\frac{\sin\theta}{\Delta}\,\mathbf e_\theta,\qquad
\partial_\phi\mathbf m=\sin\theta\,\mathbf e_\phi,\qquad
\int\sin^2\theta\,dx=2\Delta .
\]
With $\dot{\mathbf m}=\dot q\,\partial_q\mathbf m+\dot\phi\,\partial_\phi\mathbf m$, the damping integrals are
\[
\int|\partial_q\mathbf m|^2dx=\frac{2}{\Delta},\qquad
\int|\partial_\phi\mathbf m|^2dx=2\Delta,
\]
and the mixed one vanishes. Because $\mathbf m\times\mathbf e_\phi=-\mathbf e_\theta$, the integral of $(\mathbf m\times\partial_\phi\mathbf m)\cdot\partial_q\mathbf m$ is $+2$. Exchanging $q$ and $\phi$ reverses its sign. With $S=2MA/\gamma$,
\begin{align}
S\dot\phi+\frac{\alpha S}{\Delta}\dot q&=F+\eta_q, \label{q}\\
-S\dot q+\alpha S\Delta\,\dot\phi&=-U'(\phi)+\eta_\phi . \label{phi}
\end{align}
$F$ is the force along the strip and $U(\phi)$ the tilt energy. The strip is taken as free of pinning and so long that its ends exert no force on the wall. Then no energy depends on $q$ apart from that of $F$.

\subsection*{The two mobilities}

Average (\ref{q}) over a long time at constant $F$. If $\phi$ is bounded, $\langle\dot\phi\rangle=0$, and
\begin{equation}
\langle\dot q\rangle=\mu F,\qquad \mu=\frac{\Delta}{\alpha S}=\frac{\gamma\Delta}{2\alpha MA}.
\label{mu}
\end{equation}
If instead the tilt is free, $U'=0$, the average of (\ref{phi}) gives $\langle\dot q\rangle=\alpha\Delta\langle\dot\phi\rangle$. Then (\ref{q}) gives $S(1+\alpha^2)\langle\dot\phi\rangle=F$, so
\begin{equation}
\mu_{\rm free}=\frac{\alpha\Delta}{S(1+\alpha^2)}=\frac{\alpha^2}{1+\alpha^2}\,\mu .
\label{free}
\end{equation}
These are your two mobilities.

To convert from field to force, note that a field $B$ along $+x$ has energy $-MAB\int m_x\,dx$. Moving the wall by $dq$ changes $\int m_x\,dx$ by $2\,dq$, so $F=2MAB$. Equation (\ref{mu}) then reads $v=\gamma\Delta B/\alpha$. A mobility per field must therefore be divided by $2MA$ before it enters the Einstein relation.

I tested both laws against the magnetization equation resolved along $x$, in which $q$ and $\phi$ are not assumed. At $\alpha=0.1$ and a field of 0.01 times the easy-axis anisotropy field, the speed was 0.990 of the prediction with a hard axis 2.5 times as strong as the easy one, and 0.992 without a hard axis.

\subsection*{Why the tilt noise does not add to $D$}

The thermal field is white, with
\[
\langle b_i(x,t)b_j(x',t')\rangle=\frac{2\alpha k_BT}{\gamma MA}\,\delta_{ij}\,\delta(x-x')\,\delta(t-t').
\]
The force on the wall is $\eta_q=MA\int\mathbf b\cdot\partial_q\mathbf m\,dx$. Squaring it and using $\int|\partial_q\mathbf m|^2dx=2/\Delta$ gives
\[
\langle\eta_q(t)\eta_q(t')\rangle
=(MA)^2\,\frac{2\alpha k_BT}{\gamma MA}\,\frac{2}{\Delta}\,\delta(t-t')
=2k_BT\,\frac{\alpha S}{\Delta}\,\delta(t-t').
\]
The strength is $2k_BT$ times the friction coefficient in (\ref{q}). In the same way $\eta_\phi$ has strength $2k_BT\,\alpha S\Delta$, and the two noises are uncorrelated.

Set $F=0$, integrate (\ref{q}) from 0 to $t$ and solve for the displacement:
\begin{equation}
q(t)-q(0)=\frac{\Delta}{\alpha S}\,W(t)-\frac{\Delta}{\alpha}\,[\phi(t)-\phi(0)],
\qquad W(t)=\int_0^t\eta_q\,dt'.
\label{key}
\end{equation}
The variance of the first term is
\[
\left(\frac{\Delta}{\alpha S}\right)^2 2k_BT\,\frac{\alpha S}{\Delta}\,t=2\,\frac{k_BT\Delta}{\alpha S}\,t .
\]
The second term is bounded. Its own variance does not grow, and its correlation with $W$ grows at most as $\sqrt t$. Hence, at long times,
\begin{equation}
\boxed{D=\mu k_BT=\frac{k_BT\,\gamma\Delta}{2\alpha MA}} .
\label{D}
\end{equation}
The noise $\eta_\phi$ acts on $q$ through $\phi$ and is contained in the bounded term.

\subsection*{The number}

You were not given $M$, and it is needed. I take 800 kA/m, a rough value for permalloy, and the free-electron $\gamma=1.761\times10^{11}$ rad/(s\,T). With $A=1.0\times10^{-15}$ m$^2$,
\[
S=\frac{2(8.0\times10^5)(1.0\times10^{-15})}{1.761\times10^{11}}
=9.09\times10^{-21}\ \mathrm{J\,s/m},
\]
\[
\mu=\frac{1.0\times10^{-8}}{0.01\,(9.09\times10^{-21})}
=1.10\times10^{14}\ \mathrm{m/(N\,s)}.
\]
Multiplying by $k_BT=4.14\times10^{-21}$ J gives
\[
D=4.6\times10^{-7}\ \mathrm{m^2/s}=4.6\times10^{-3}\ \mathrm{cm^2/s}.
\]
The free-tilt mobility would have given $4.6\times10^{-11}$ m$^2$/s, smaller by a factor of $10^4$.

\subsection*{When the diffusion law sets in}

The hard axis of the strip gives $U=U_0\sin^2\phi\approx U_0\phi^2$ for small tilt. Equation (\ref{phi}) gives $\dot q=\alpha\Delta\dot\phi+(2U_0\phi-\eta_\phi)/S$. Inserting this in (\ref{q}) with $F=0$,
\[
S(1+\alpha^2)\dot\phi+\frac{2\alpha U_0}{\Delta}\phi=\eta_q+\frac{\alpha}{\Delta}\eta_\phi .
\]
The tilt therefore relaxes in the time
\[
\tau=\frac{(1+\alpha^2)S\Delta}{2\alpha U_0}.
\]
The combined noise has strength $2k_BT\alpha S(1+\alpha^2)/\Delta$. Dividing by $S^2(1+\alpha^2)^2$ and multiplying by $\tau/2$ gives the stationary variance $\langle\phi^2\rangle=k_BT/(2U_0)$, as equipartition requires.

For the mean square of (\ref{key}), write $E=1-e^{-t/\tau}$. Two averages are needed:
\begin{align*}
\langle[\phi(t)-\phi(0)]^2\rangle&=2\langle\phi^2\rangle E=\frac{k_BT}{U_0}E,\\
\langle W\phi(t)\rangle&=\frac{2k_BT\,\alpha S/\Delta}{S(1+\alpha^2)}\int_0^te^{-(t-s)/\tau}ds
=\frac{k_BTS}{U_0}E,
\end{align*}
while $\langle W\phi(0)\rangle=0$, because the noise comes after time 0. Therefore
\begin{align}
\langle\delta q^2\rangle
&=2Dt+\frac{\Delta^2}{\alpha^2}\frac{k_BT}{U_0}E
-\frac{2\Delta^2}{\alpha^2S}\frac{k_BTS}{U_0}E
=2Dt-\frac{\Delta^2k_BT}{\alpha^2U_0}E\nonumber\\
&=2D\left[t-\frac{\tau}{1+\alpha^2}\left(1-e^{-t/\tau}\right)\right].
\label{msd}
\end{align}
The last step uses $D\tau=(1+\alpha^2)k_BT\Delta^2/(2\alpha^2U_0)$. For $t\to0$ the bracket tends to $\alpha^2t/(1+\alpha^2)$, which is free-tilt diffusion: the tilt has not yet felt its restoring torque. So the mean square displacement is smaller than $2Dt$, not larger. The reduction comes from $\eta_q$, which turns the tilt as well as pushing the wall. The independent noise $\eta_\phi$ adds a positive part, but that part stays bounded and is outweighed.

The strip's shape gives an estimate of $U_0$. For a long bar magnetized uniformly across its width or its thickness, the demagnetizing factors are $N_y=0.121$ and $N_z=0.879$. The tilt-dependent energy density is $\frac12\mu_0M^2(N_z-N_y)\sin^2\theta\sin^2\phi$. Its integral over the wall gives
\[
U_0=\mu_0M^2(N_z-N_y)A\Delta=38\ \mathrm{eV}\approx1.5\times10^3\,k_BT .
\]
Hence $\tau\approx0.75$ ns, and the rms thermal tilt is about $1^\circ$. The long-bar factors are only approximate here, because the wall is much shorter than the strip is wide. Integrating the magnetostatic energy of the assumed profile gives 34 eV and $\tau\approx0.83$ ns, which hardly changes the displacements below. Equation (\ref{msd}) gives an rms displacement of 20 nm after 1 ns, 92 nm after 10 ns, 0.95 $\mu$m after 1 $\mu$s and 30 $\mu$m after 1 ms. An rms displacement of 100 nm is reached in about 12 ns.

I also tested these laws with thermal fields in the spatially resolved equation, at $\alpha=0.3$ and with a hard axis 2.5 times as strong as the easy one. The mean square displacement was 0.97 of (\ref{msd}) at a lag of about $0.7\tau$ and 0.93 at about $14\tau$. The second figure has a sampling error of about 3\%, so it lies about two and a half standard errors low. Part of the shortfall is systematic: cells half a width parameter long lower the mobility by about 3\% even without noise. The figure still separates the two cases clearly, since free-tilt diffusion at this damping is 0.083 of $D$. With the hard axis removed, the displacement was 0.975 of the free-tilt prediction.

\subsection*{Is the tilt really bounded?}

At finite temperature the tilt can in principle turn over the barrier $U_0$. To find the cost, apply a small $F$ and eliminate $\dot q$ as before, then multiply by $\Delta/\alpha$:
\[
\zeta\dot\phi=f-U'(\phi)+\text{noise},\qquad
\zeta=\frac{S\Delta(1+\alpha^2)}{\alpha},\quad f=\frac{\Delta F}{\alpha}.
\]
The noise strength is $2k_BT\zeta$. In the steady state the probability density $p(\phi)$ carries a constant current $J$, with $\zeta J=(f-U')p-k_BT\,p'$. Multiplying by $e^{(U-f\phi)/k_BT}$ turns the right side into a derivative:
\[
\zeta J\,e^{(U-f\phi)/k_BT}=-k_BT\,\frac{d}{d\phi}\left[p\,e^{(U-f\phi)/k_BT}\right].
\]
Integrate over one period $\pi$ of $U$ and keep first order in $f$. With $p\approx e^{-U/k_BT}/Z$ and $Z=\int_0^\pi e^{-U/k_BT}d\phi$, the right side becomes $\pi f/Z$. Since $\langle\dot\phi\rangle=\pi J$,
\[
\langle\dot\phi\rangle=\frac f\zeta R,\qquad
R=\frac{\pi^2}{\int_0^\pi e^{U/k_BT}d\phi\int_0^\pi e^{-U/k_BT}d\phi}
=\frac1{I_0(U_0/2k_BT)^2},
\]
where $I_0$ is the modified Bessel function. The average of (\ref{q}) now gives $\langle\dot q\rangle=\mu F-(\Delta/\alpha)\langle\dot\phi\rangle$, with $f/\zeta=F/[S(1+\alpha^2)]$. By the Einstein relation,
\begin{equation}
D_R=\frac{k_BT\Delta}{\alpha S}\left[1-\frac{R}{1+\alpha^2}\right].
\label{turns}
\end{equation}
$R=1$ recovers free tilt, and $R\to0$ recovers (\ref{D}). A direct calculation of the slowest decay rate of a long-wavelength density of walls, from the Fokker--Planck equation for $q$ and $\phi$, agreed with (\ref{turns}) to about two parts in $10^6$ for barriers of 0.5, 3 and 12 $k_BT$ at $\alpha=0.2$.

In your strip $R\sim10^{-635}$ within this model. That exponent is not a prediction for a real strip, where a turn may pass through a nonuniform state with a lower barrier. The useful figure is that, with uniform turns, the barrier would have to fall to about 8 $k_BT$ before $D$ lost 1\%.

\subsection*{How this compares with a real strip}

The magnetization and damping are ordinary rough values for permalloy. The 10 nm width parameter is less secure. Balancing a rough exchange stiffness $A_{\rm ex}$ of 13 pJ/m against the shape anisotropy $\frac12\mu_0M^2N_y$ gives about 16 nm. That balance leaves out the magnetic charges along the strip, which widen the wall. Minimizing the exchange energy plus the full magnetostatic energy of the same profile gives about 27.5 nm. With all else fixed, $D$ would be $7.4\times10^{-7}$ m$^2$/s for the first width and about $1.3\times10^{-6}$ m$^2$/s for the second. These too are estimates, because the profile of a real wall can vary across the strip. Thermal changes of the width matter less. The wall energy $2A(A_{\rm ex}/\Delta+K\Delta)$, with $K$ chosen so that its minimum lies at 10 nm, has curvature $4AA_{\rm ex}/\Delta$ in $\ln\Delta$, so the relative rms change is 2.8\%.

The absence of pinning is a strong assumption, because even weak pinning matters on the scale of $k_BT$. Pushing the wall over one width parameter against a pinning field of just 1 mT costs $2MAB\Delta=3.9\,k_BT$. Barriers of this height can lower the long-time $D$ by a factor of ten or more. For a sinusoidal pinning energy with this barrier, the factor is about 19 at a period of 20 nm and 9 at 100 nm. It depends on the spacing because the wall keeps its velocity for a time of about $\tau$, and the thermal speed times $\tau$ is $\sqrt{D\tau}\approx18$ nm. Other pinning shapes need their own model. At 10 mT the barrier is ten times higher and hops become extremely rare. So $D$ describes motion over pin-free stretches much longer than 18 nm, and says nothing about how long a racetrack with pinning sites keeps its data.

A stray field matters as well. At 1 $\mu$T the wall drifts at $\gamma\Delta B/\alpha=0.18$ m/s, and the drift equals the rms thermal spread after $2D/v^2\approx29\ \mu$s. To see diffusion beyond that time you would have to subtract the mean drift or cancel the field. A field of the Earth's strength, roughly 50 $\mu$T, lying along the strip would shorten this time to about 12 ns. The ends of the strip also attract the wall through their magnetic charge. Treated as a point charge, an end at distance $r$ gives a field $\mu_0MA/(4\pi r^2)$, which is 0.8 $\mu$T at 10 $\mu$m. The 30 $\mu$m quoted for 1 ms therefore needs ends much farther away than that. The numerical output below lists the values at more digits than the rough material parameters justify.

\section*{Calculated quantities}
\begin{verbatim}
TESTS (measured / predicted)
field-driven speed, tilt held: 0.9900
field-driven speed, tilt free: 0.9918
thermal displacement squared, long lag: 0.927
thermal displacement squared, short lag: 0.967
thermal displacement squared, free tilt: 0.975
thermal tilt variance: 1.021
largest relative error, turn formula: 1.6e-06
INPUTS
strip width, thickness: 100, 10 nm
width parameter: 10 nm
damping: 0.01
temperature: 300 K
magnetization (rough): 800 kA/m
exchange stiffness (rough): 13 pJ/m
gyromagnetic ratio: 1.7609e+11 rad/(s T)
RESULTS
cross-section A: 1.000e-15 m^2
thermal energy kT: 4.1419e-21 J
coupling S: 9.0865e-21 J s/m
friction coefficient: 9.0865e-15 kg/s
mobility: 1.1005e+14 m/(N s)
diffusion coefficient D: 4.558e-07 m^2/s
the same D: 4.558e-03 cm^2/s = 455.8 nm^2/ns
D if the tilt turned freely: 4.558e-11 m^2/s
rms displacement after 1 ns: 20.24 nm
rms displacement after 10 ns: 91.85 nm
rms displacement after 1 us: 954.5 nm
rms displacement after 1 ms: 3.019e+04 nm
time to reach rms 100 nm: 11.71 ns
LIMITS OF THE MODEL
demagnetizing factors, width and thickness: 0.1211, 0.8789
tilt barrier U0: 38.0 eV = 1472 kT
rms thermal tilt: 1.06 degrees
tilt relaxation time: 0.745 ns
log10 of turn factor R: -635
barrier at which turns cost 1 % of D: 7.72 kT
width parameter from shape anisotropy: 16.3 nm
D with that width parameter: 7.449e-07 m^2/s
relative thermal width fluctuation: 2.8 %
drift speed in a 1 uT stray field: 0.176 m/s
time when that drift equals the rms spread: 29.4 us
work against 1 mT over one width parameter: 3.86 kT
\end{verbatim}
